# Why Specular Surfaces Remove Sondheimer Oscillations in a Perpendicular Field: a program that tests the result

```python
# Result under test: a free-electron film in a perpendicular field B has exactly
# the bulk conductivity when both surfaces are specular; otherwise it oscillates.
# Symbols: d thickness, l mean free path, w = eB/m, tau = l/vF,
# phi = w*d/vF (cyclotron angle per straight crossing), kappa = d/l - i*phi,
# p, q = specular fractions of bottom and top surface, u = |v_z|/vF,
# sigma = sigma_xx + i*sigma_yx, sigma0 = zero-field bulk conductivity.
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad

# composite Gauss quadrature on 0 < u < 1
nodes, weights = np.polynomial.legendre.leggauss(16)
panels = 200
U = ((np.arange(panels)[:, None] + 0.5 * (nodes + 1)) / panels).ravel()
WU = np.tile(0.5 * weights / panels, panels)


def film_over_bulk(kappa, p, q):
    """Closed formula for sigma_film / sigma_bulk."""
    k = np.atleast_1d(np.asarray(kappa, dtype=complex))[:, None]
    x = np.exp(-k / U)
    den = 1 - p * q * x**2
    a = -((1 - p) + p * (1 - q) * x) / den
    b = -((1 - q) + q * (1 - p) * x) / den
    integral = ((U - U**3) * (a + b) * (1 - x)) @ WU
    return 1 + 0.75 * integral / k[:, 0]


def smooth_part(kappa, p, q):
    return 1 - 3 * (2 - p - q) / (16 * np.asarray(kappa))


def bulk(kappa):
    """sigma_bulk / sigma0 = 1/(1 - i w tau)."""
    return np.real(kappa) / kappa


def trace(kappa, p, q, turn, count, rng):
    """sigma_film/sigma0 from random trajectories followed back in time.
    Surviving reflections turn the in-plane velocity by +turn or -turn."""
    vz = 2 * rng.beta(2, 2, count) - 1       # density (3/4)(1 - vz^2)
    z = rng.random(count)
    from_bottom = vz > 0
    path = np.where(from_bottom, z, 1 - z) / np.abs(vz)
    memory = np.ones(count, dtype=complex)
    total = np.zeros(count, dtype=complex)
    for _ in range(40):
        decay = np.exp(-kappa * path)
        total += memory * (1 - decay) / kappa
        kept = rng.random(count) < np.where(from_bottom, p, q)
        sign = np.where(rng.random(count) < 0.5, 1, -1)
        memory *= decay * kept * np.exp(1j * turn * sign)
        path = 1 / np.abs(vz)
        from_bottom = ~from_bottom
    return np.real(kappa) * total.mean()


# --- Newton's equation with steep walls: is the in-plane phase kept? ---
def motion(field, walls):
    def rhs(t, s):
        acc = -np.cross(s[1:], field)
        if walls:
            acc[2] += 50 * (np.exp(-s[0] / 0.01) - np.exp((s[0] - 1) / 0.01))
        return np.concatenate(([s[3]], acc))
    times = np.linspace(0, 20, 2001)
    sol = solve_ivp(rhs, (0, 20), [0.4, 0.6, 0.0, 0.8], method="DOP853",
                    t_eval=times, rtol=1e-9, atol=1e-11)
    assert sol.success
    hits = int(np.sum(np.diff(np.sign(sol.y[3])) != 0))
    return times, sol.y[1] + 1j * sol.y[2], hits


times, w_walls, hits = motion(np.array([0, 0, 1.5]), True)
phase_error = np.max(np.abs(w_walls - 0.6 * np.exp(1.5j * times)))
assert hits >= 10 and phase_error < 1e-6
tilted = 1.5 * np.array([np.sin(np.pi / 6), 0, np.cos(np.pi / 6)])
tilt_change = np.max(np.abs(motion(tilted, True)[1] - motion(tilted, False)[1]))
assert tilt_change > 0.3

# --- bulk value from the steady drift equation ---
wt = 1.5
drift = np.linalg.solve(np.array([[1, wt], [-wt, 1]]), np.array([1.0, 0.0]))
assert abs(drift[0] + 1j * drift[1] - bulk(1 - 1.5j)) < 1e-12

# --- random trajectories against the closed formula ---
rng = np.random.default_rng(7)
k_test = 1 - 1.5j
count = 300000
tolerance = 5e-3                              # several statistical errors
trace_rows = []
for name, p, q, turn in [("diffuse, p=q=0", 0, 0, 0),
                         ("p=0.3, q=0.8", 0.3, 0.8, 0),
                         ("lossless, turn 60 deg", 1, 1, np.pi / 3),
                         ("lossless, turn 120 deg", 1, 1, 2 * np.pi / 3)]:
    traced = trace(k_test, p, q, turn, count, rng)
    c = np.cos(turn)
    formula = film_over_bulk(k_test, p * c, q * c)[0] * bulk(k_test)
    assert abs(traced - formula) < tolerance, name
    assert abs(formula - bulk(k_test)) > 2 * tolerance, name
    trace_rows.append((name, traced, formula))

# --- one specular surface = diffuse film of double thickness ---
k_many = 1 - 1j * np.linspace(0.5, 30, 40)
assert np.max(np.abs(film_over_bulk(k_many, 1, 0)
                     - film_over_bulk(2 * k_many, 0, 0))) < 1e-9

# --- endpoint law of the oscillation, including its first correction ---
k_big = 4 - 120j
osc = film_over_bulk(k_big, 0.3, 0.6)[0] - smooth_part(k_big, 0.3, 0.6)
lead = 3 * 0.7 * 0.4 * np.exp(-k_big) / k_big**3
endpoint_ratio = osc / lead
assert abs(endpoint_ratio - (1 - 9 / k_big)) < 0.015

# --- period: phase advance of the oscillation per unit phi ---
phi = np.linspace(60, 120, 601)
k_scan = 1 - 1j * phi
rates = []
for p, q in [(0, 0), (1, 0)]:
    part = (film_over_bulk(k_scan, p, q) - smooth_part(k_scan, p, q)) * k_scan**3
    rates.append(np.polyfit(phi, np.unwrap(np.angle(part)), 1)[0])
assert abs(rates[0] - 1) < 0.02 and abs(rates[1] - 2) < 0.04

# --- worked example: lithium film, rough typical values ---
e, hbar, m, kB = const.e, const.hbar, const.m_e, const.k
density, d, mfp, T = 4.7e28, 10e-6, 10e-6, 4.2
kF = (3 * np.pi**2 * density) ** (1 / 3)
EF = (hbar * kF) ** 2 / (2 * m)
period = 2 * np.pi * hbar * kF / (e * d)
rho0 = hbar * kF / (density * e**2 * mfp)


def example_kappa(B):
    return d / mfp - 1j * e * np.asarray(B) * d / (hbar * kF)


def osc_percent(B, p, q):
    k = example_kappa(B)
    part = (film_over_bulk(k, p, q) - smooth_part(k, p, q)) * bulk(k)
    return 100 * part.real / bulk(k).real


print(f"Newton test: wall hits = {hits}, largest phase error = {phase_error:.1e}")
print(f"Tilted by 30 deg: change of in-plane velocity = {tilt_change:.2f} vF")
print("Trajectory test at d/l = 1, phi = 1.5 rad, sigma/sigma0:")
print(f"  bulk: {bulk(k_test):.4f}")
for name, traced, formula in trace_rows:
    print(f"  {name}: traced {traced:.4f}, formula {formula:.4f}")
print(f"Endpoint law, d/l=4, phi=120: |exact/leading| = {abs(endpoint_ratio):.3f}")
print(f"Phase rate: diffuse {rates[0]:.3f}, one specular {rates[1]:.3f}")
print("Lithium film (rough inputs):")
print(f"  density = {density*1e-6:.2e} cm^-3, T = {T} K")
print(f"  d = {d*1e6:.0f} um, mean free path = {mfp*1e6:.0f} um")
print(f"  kF = {kF*1e-9:.2f} nm^-1, EF = {EF/e:.2f} eV")
print(f"  bulk residual resistivity = {rho0*1e11:.2f} nOhm cm")
print(f"  field period = {period:.2f} T")
print("  sigma_xx/sigma0 (bulk, diffuse film); oscillating part in % of bulk")
print("  for p=q=0, p=q=0.5, and p=1 with q=0:")
for ratio in (1, 1.5, 2, 2.5, 3):
    B = ratio * period
    k = example_kappa(B)
    diffuse = (film_over_bulk(k, 0, 0)[0] * bulk(k)).real
    o = [osc_percent(np.array([B]), *s)[0] for s in ((0, 0), (.5, .5), (1, 0))]
    print(f"  B={B:5.2f} T: {bulk(k).real:.5f}, {diffuse:.5f};"
          f" {o[0]:+.4f}, {o[1]:+.4f}, {o[2]:+.4f} %")
B_scan = np.linspace(1.5, 3, 301) * period
for name, p, q in [("p=q=0", 0, 0), ("p=q=0.5", .5, .5), ("p=1, q=0", 1, 0)]:
    values = osc_percent(B_scan, p, q)
    print(f"  {name}: range {values.min():+.4f} to {values.max():+.4f} %"
          " (1.5 to 3 periods)")
B2 = 2 * period
k2 = complex(example_kappa(B2))
specular_error = abs(trace(k2, 1, 1, 0, 20000, rng) / bulk(k2) - 1)
assert specular_error < 1e-9
print(f"  both specular, traced: |film/bulk - 1| = {specular_error:.1e}")

# --- sizes of neglected effects at two periods ---
cyclotron = hbar * e * B2 / m
X = 2 * np.pi**2 * kB * T / cyclotron
landau = 250 * np.sqrt(cyclotron / (2 * EF)) * X / np.sinh(X)
spacing = np.pi * hbar**2 * kF / (m * d)
Y = 2 * np.pi**2 * kB * T / spacing
S = np.pi * kB * T * 4 * np.pi / (2 * EF)
rough = 0.05e-9
mean_phase = quad(lambda h: np.exp(-h**2 / 2) / np.sqrt(2 * np.pi)
                  * np.cos(2 * kF * rough * h), -10, 10)[0]
assert abs(mean_phase**2 - np.exp(-4 * (kF * rough) ** 2)) < 1e-8
print(f"Neglected effects at B = {B2:.2f} T:")
print(f"  Landau spacing = {cyclotron/e*1e3:.2f} meV, kT = {kB*T/e*1e3:.2f} meV")
print(f"  Landau-quantum oscillation, rough upper size = {landau:.3f} %")
print(f"  subband spacing at EF = {spacing/e*1e3:.2f} meV,"
      f" thermal factor = {Y/np.sinh(Y):.1e}")
print(f"  thermal loss of Sondheimer amplitude = {1 - S/np.sinh(S):.1e}")
print(f"  phase shift from 5 % (rough) anisotropy = {0.05*4*np.pi:.2f} rad")
print(f"  breakdown gap scale sqrt(hw*EF) = {np.sqrt(cyclotron*EF)/e*1e3:.0f} meV")
print(f"  specular fraction, normal incidence, {rough*1e9:.2f} nm rms roughness"
      f" = {mean_phase**2:.2f}")
print(f"Field period for a 20 nm film = {period*d/20e-9:.0f} T")
print("PASS")
```

Output:

```
Newton test: wall hits = 16, largest phase error = 1.7e-09
Tilted by 30 deg: change of in-plane velocity = 1.44 vF
Trajectory test at d/l = 1, phi = 1.5 rad, sigma/sigma0:
  bulk: 0.3077+0.4615j
  diffuse, p=q=0: traced 0.3457+0.3419j, formula 0.3455+0.3421j
  p=0.3, q=0.8: traced 0.3273+0.4117j, formula 0.3273+0.4117j
  lossless, turn 60 deg: traced 0.3284+0.4051j, formula 0.3286+0.4050j
  lossless, turn 120 deg: traced 0.3556+0.2737j, formula 0.3565+0.2739j
Endpoint law, d/l=4, phi=120: |exact/leading| = 0.997
Phase rate: diffuse 1.001, one specular 2.001
Lithium film (rough inputs):
  density = 4.70e+22 cm^-3, T = 4.2 K
  d = 10 um, mean free path = 10 um
  kF = 11.16 nm^-1, EF = 4.75 eV
  bulk residual resistivity = 9.76 nOhm cm
  field period = 4.62 T
  sigma_xx/sigma0 (bulk, diffuse film); oscillating part in % of bulk
  for p=q=0, p=q=0.5, and p=1 with q=0:
  B= 4.62 T: 0.02470, 0.03350; -0.0257, +0.0034, +0.0341 %
  B= 6.93 T: 0.01113, 0.01518; -0.3417, -0.0779, +0.0328 %
  B= 9.23 T: 0.00629, 0.00864; +0.3364, +0.0906, +0.0235 %
  B=11.54 T: 0.00404, 0.00553; -0.2771, -0.0654, +0.0168 %
  B=13.85 T: 0.00281, 0.00386; +0.2214, +0.0587, +0.0124 %
  p=q=0: range -0.7590 to +0.5068 % (1.5 to 3 periods)
  p=q=0.5: range -0.1856 to +0.1311 % (1.5 to 3 periods)
  p=1, q=0: range -0.0358 to +0.0464 % (1.5 to 3 periods)
  both specular, traced: |film/bulk - 1| = 2.2e-16
Neglected effects at B = 9.23 T:
  Landau spacing = 1.07 meV, kT = 0.36 meV
  Landau-quantum oscillation, rough upper size = 0.044 %
  subband spacing at EF = 0.27 meV, thermal factor = 1.3e-10
  thermal loss of Sondheimer amplitude = 3.8e-07
  phase shift from 5 % (rough) anisotropy = 0.63 rad
  breakdown gap scale sqrt(hw*EF) = 71 meV
  specular fraction, normal incidence, 0.05 nm rms roughness = 0.29
Field period for a 20 nm film = 2309 T
PASS
```
